# Why a dopant's diffusion activation energy is not its migration barrier: a program that tests the result

```python
"""
Result under test: a dopant that moves only while paired with a native defect
has, for dilute equilibrium defects, D = D0 exp(-Q/kT), Q = Ef - Eb + Em.
  Ef: formation energy of the free defect     Eb: pair binding energy (> 0)
  Em: migration barrier of the pair           Ei: barrier of the free defect
  x : free defects per interstitial site      D : dopant diffusivity
Energies are in eV, lengths in nm, times in s; D is returned in cm2/s.
The independent road is a rate network for one defect around one dopant.
Parameters are rough values in the regime of boron in silicon.
"""
import itertools
import numpy as np
from scipy.constants import k as k_joule, e as charge, h as planck
from scipy.special import gammaln

K = k_joule / charge
NU = 1.0e13                 # attempt frequency of every single jump, 1/s
LATTICE = 0.543             # cubic lattice constant, nm
ENTROPY = 2.0               # defect formation entropy in units of k
BASE = dict(Ef=3.8, Eb=0.9, Em=0.6, Ei=0.3)
JUMP = LATTICE / np.sqrt(2)
NM2_TO_CM2 = 1.0e-14

# Tetrahedral interstitial sites around a dopant at the origin.
# Coordinates are in quarters of the lattice constant, periodic cell 2 x 2 x 2.
CELL = 8
SITES = np.array([r for r in itertools.product(range(CELL), repeat=3)
                  if (all(c % 2 == 1 for c in r) and sum(r) % 4 == 1)
                  or (all(c % 2 == 0 for c in r) and sum(r) % 4 == 2)])


def squared_distance(difference):
    wrapped = (difference + CELL // 2) % CELL - CELL // 2
    return (wrapped ** 2).sum(axis=-1)


NEIGHBOUR = squared_distance(SITES[:, None, :] - SITES[None, :, :]) == 3
FROM_DOPANT = squared_distance(SITES)
BOUND = FROM_DOPANT == 3
FAR = FROM_DOPANT >= 20     # sites that exchange defects with a reservoir
Z = int(BOUND.sum())
assert len(SITES) == 64 and Z == 4 and FAR.any()
assert np.all(NEIGHBOUR.sum(axis=1) == 4)

# The pair jumps as a whole to the 12 second-neighbour lattice sites.
PAIR_JUMPS = np.array([v for v in itertools.product((-1, 0, 1), repeat=3)
                       if sum(abs(c) for c in v) == 2]) * LATTICE / 2
assert len(PAIR_JUMPS) == 12


def network_D(T, energy, fixed_x=None, injection=1.0, direction=(1, 0, 0)):
    """Dopant diffusivity from elementary rates only.

    The amplitude <cos(q.R)> of the dopant position R decays as exp(-D q^2 t)
    for small q, so its time integral is 1/(D q^2). Each pair jump d removes
    the share 1 - cos(q.d). The integral is found by eliminating one state
    after another using sums of positive terms, so no digits cancel.
    """
    kT = K * T
    n = len(SITES)
    rate = np.zeros((n + 1, n + 2))      # row 0: no defect; last column: loss
    hop = NU * np.exp(-energy["Ei"] / kT)
    detach = NU * np.exp(-(energy["Ei"] + energy["Eb"]) / kT)
    rate[1:, 1:n + 1] = NEIGHBOUR * np.where(BOUND, detach, hop)[:, None]
    if fixed_x is None:
        create = NU * np.exp(ENTROPY - (energy["Ef"] + energy["Ei"]) / kT)
    else:
        create = fixed_x * hop
    rate[0, 1:n + 1] = FAR * create * injection
    rate[1:, 0] = FAR * hop
    q_size = 1.0e-8
    q = q_size * np.array(direction) / np.linalg.norm(direction)
    lost_share = (2 * np.sin(PAIR_JUMPS @ q / 2) ** 2).sum()
    rate[1:, -1] = BOUND * NU * np.exp(-energy["Em"] / kT) * lost_share
    time_weight = np.ones(n + 1)
    for s in range(n, 0, -1):
        exits = rate[s].copy()
        exits[s] = 0.0
        share = rate[:s, s] / exits.sum()
        rate[:s] += np.outer(share, exits)
        time_weight[:s] += share * time_weight[s]
        rate[:s, s] = 0.0
    time_integral = time_weight[0] / rate[0, -1]
    return NM2_TO_CM2 / (time_integral * q_size ** 2)


def slope_energy(D_of_T, T1, T2):
    """Activation energy from two temperatures."""
    return -K * np.log(D_of_T(T2) / D_of_T(T1)) / (1 / T2 - 1 / T1)


def pair_D(T):
    return 2 * NU * JUMP ** 2 * np.exp(-BASE["Em"] / (K * T)) * NM2_TO_CM2


Q = BASE["Ef"] - BASE["Eb"] + BASE["Em"]
D0 = 2 * Z * NU * JUMP ** 2 * np.exp(ENTROPY) * NM2_TO_CM2


def arrhenius_D(T):
    return D0 * np.exp(-Q / (K * T))


T_LOW, T_MID, T_HIGH = (c + 273.15 for c in (900, 1000, 1100))

# Defect fraction from an explicit sum over the number of defects.
count_sites, reduced_energy = 20000, 6.0
n_def = np.arange(2001)
log_weight = (gammaln(count_sites + 1) - gammaln(n_def + 1)
              - gammaln(count_sites - n_def + 1) - n_def * reduced_energy)
weight = np.exp(log_weight - log_weight.max())
counted = (n_def * weight).sum() / weight.sum() / count_sites
# The dilute law differs from the full sum by a relative exp(-6) = 0.25 %.
assert abs(counted / np.exp(-reduced_energy) - 1) < 5e-3

# Diffusivity and its slope: rate network against the closed formula.
D_net = {T: network_D(T, BASE) for T in (T_LOW, T_MID, T_HIGH)}
for T, value in D_net.items():
    assert abs(value / arrhenius_D(T) - 1) < 1e-6
oblique = network_D(T_MID, BASE, direction=(1, 2, 3))
assert abs(oblique / D_net[T_MID] - 1) < 1e-6
Q_net = slope_energy(lambda T: network_D(T, BASE), T_LOW, T_HIGH)
assert abs(Q_net - Q) < 1e-5

# Response of the slope when one energy at a time is raised by 0.1 eV.
response = {}
for name, sign in dict(Ef=1, Eb=-1, Em=1, Ei=0).items():
    changed = dict(BASE)
    changed[name] += 0.1
    response[name] = slope_energy(lambda T: network_D(T, changed),
                                  T_LOW, T_HIGH)
    assert abs(response[name] - Q_net - 0.1 * sign) < 1e-5

# Tenfold defect injection at fixed temperature.
gain = network_D(T_MID, BASE, injection=10.0) / D_net[T_MID]
assert abs(gain - 10) < 1e-4

# Fixed dilute defect fraction, then nearly complete pairing.
x_dilute, x_dense = 1e-12, 1e-4
Q_fixed = slope_energy(lambda T: network_D(T, BASE, fixed_x=x_dilute),
                       T_LOW, T_HIGH)
assert abs(Q_fixed - (BASE["Em"] - BASE["Eb"])) < 1e-4
T_A, T_B = 500 + 273.15, 600 + 273.15
paired_dense = {}
for T in (T_A, T_B):
    y = Z * x_dense * np.exp(BASE["Eb"] / (K * T))
    paired_dense[T] = network_D(T, BASE, fixed_x=x_dense) / pair_D(T)
    assert abs(paired_dense[T] / (y / (1 + y)) - 1) < 1e-3
Q_paired = slope_energy(lambda T: network_D(T, BASE, fixed_x=x_dense),
                        T_A, T_B)
# A percent or so of the dopants is still unpaired, hence the tolerance.
assert abs(Q_paired - BASE["Em"]) < 0.02

# Worked example: 30 min at 1000 C.
anneal = 1800.0
kT = K * T_MID
x_eq = np.exp(ENTROPY - BASE["Ef"] / kT)
site_density = 8 / (LATTICE * 1e-7) ** 3
paired = D_net[T_MID] / pair_D(T_MID)
length = 2 * np.sqrt(D_net[T_MID] * anneal) * 1e7
length_mobile = 2 * np.sqrt(pair_D(T_MID) * anneal)
jump_rate = 12 * NU * np.exp(-BASE["Em"] / kT)
jumps = jump_rate * paired * anneal
detach_rate = 4 * NU * np.exp(-(BASE["Ei"] + BASE["Eb"]) / kT)
jumps_per_pairing = jump_rate / detach_rate
path = JUMP * np.sqrt(jumps_per_pairing)
assert path < length


# Sizes of neglected effects.
def intrinsic_density(T):
    return 4e16 * T ** 1.5 * np.exp(-0.6 / (K * T))   # rough, cm^-3


def hole_ratio(T, doping):
    ni = intrinsic_density(T)
    return (doping / 2 + np.sqrt(doping ** 2 / 4 + ni ** 2)) / ni


def doping_shift(doping):
    return slope_energy(lambda T: hole_ratio(T, doping), T_MID - 1, T_MID + 1)


shift_light, shift_heavy = doping_shift(1e18), doping_shift(1e20)
assert abs(shift_heavy + 0.6 + 1.5 * kT) < 0.02
vacancy_share, vacancy_extra = 0.05, 0.5


def with_vacancies(T):
    parallel = vacancy_share / (1 - vacancy_share) * np.exp(
        -vacancy_extra / K * (1 / T - 1 / T_MID))
    return arrhenius_D(T) * (1 + parallel)


shift_vacancy = slope_energy(with_vacancies, T_MID - 1, T_MID + 1) - Q
shift_prefactor = slope_energy(lambda T: T * arrhenius_D(T),
                               T_MID - 1, T_MID + 1) - Q
tunnelling = (planck * NU / (k_joule * T_MID)) ** 2 / 24

print("INPUTS (rough, regime of boron in silicon)")
print(f"Ef, Eb, Em, Ei = {BASE['Ef']}, {BASE['Eb']}, {BASE['Em']}, "
      f"{BASE['Ei']} eV")
print(f"formation entropy = {ENTROPY} k; attempt frequency = {NU:.1e} 1/s")
print(f"lattice constant = {LATTICE} nm; pair jump length = {JUMP:.3f} nm")
print(f"defect sites next to dopant = {Z}; anneal time = {anneal:.0f} s")
print(f"kT at 1000 C = {kT:.4f} eV (T = {T_MID:.2f} K)")
print("ACTIVATION ENERGY")
print(f"formula Ef - Eb + Em = {Q:.3f} eV")
print(f"rate network, 900 to 1100 C = {Q_net:.5f} eV")
for name in response:
    print(f"network slope with {name} raised 0.1 eV = {response[name]:.4f} eV")
print(f"prefactor D0 = {D0:.3f} cm2/s")
for T in D_net:
    print(f"D at {T - 273.15:.0f} C: network {D_net[T]:.3e}, "
          f"formula {arrhenius_D(T):.3e} cm2/s")
print(f"D(1100 C)/D(900 C) = {D_net[T_HIGH] / D_net[T_LOW]:.1f}")
print(f"same ratio for Em alone = {pair_D(T_HIGH) / pair_D(T_LOW):.2f}")
print("EXAMPLE AT 1000 C")
print(f"free interstitials per site = {x_eq:.2e}")
print(f"free interstitial density = {x_eq * site_density:.2e} cm^-3")
print(f"binding factor exp(Eb/kT) = {np.exp(BASE['Eb'] / kT):.0f}")
print(f"paired fraction of dopants = {paired:.2e}")
print(f"pair diffusivity = {pair_D(T_MID):.2e} cm2/s")
print(f"diffusion length 2 sqrt(Dt) = {length:.1f} nm")
print(f"same length if always mobile = {length_mobile:.2f} cm")
print(f"time mobile during anneal = {paired * anneal * 1e6:.3f} microseconds")
print(f"pair jumps per dopant during anneal = {jumps:.2e}")
print("OTHER DEFECT CONDITIONS (network)")
print(f"D gain for tenfold interstitial injection = {gain:.4f}")
print(f"slope at fixed x = {x_dilute:.0e}, 900-1100 C = {Q_fixed:.4f} eV")
print(f"slope at fixed x = {x_dense:.0e}, 500-600 C = {Q_paired:.4f} eV")
print(f"paired fraction there: 500 C {paired_dense[T_A]:.4f}, "
      f"600 C {paired_dense[T_B]:.4f}")
print("NEGLECTED EFFECTS AT 1000 C")
print(f"rough intrinsic carrier density = {intrinsic_density(T_MID):.1e} cm^-3")
for doping, shift in ((1e18, shift_light), (1e20, shift_heavy)):
    print(f"doping {doping:.0e} cm^-3: D factor "
          f"{hole_ratio(T_MID, doping):.2f}, Q shift {shift:.3f} eV")
print(f"vacancy share {vacancy_share} with Q higher by {vacancy_extra} eV: "
      f"Q shift {shift_vacancy:.3f} eV")
print(f"prefactor proportional to T: Q shift {shift_prefactor:.3f} eV")
print(f"leading tunnelling correction to a jump rate = {100 * tunnelling:.2f} %")
print(f"jumps before first detachment = {jumps_per_pairing:.0f}")
print(f"rms path before first detachment = {path:.1f} nm")
print("PASS")
```

Output:

```
INPUTS (rough, regime of boron in silicon)
Ef, Eb, Em, Ei = 3.8, 0.9, 0.6, 0.3 eV
formation entropy = 2.0 k; attempt frequency = 1.0e+13 1/s
lattice constant = 0.543 nm; pair jump length = 0.384 nm
defect sites next to dopant = 4; anneal time = 1800 s
kT at 1000 C = 0.1097 eV (T = 1273.15 K)
ACTIVATION ENERGY
formula Ef - Eb + Em = 3.500 eV
rate network, 900 to 1100 C = 3.50000 eV
network slope with Ef raised 0.1 eV = 3.6000 eV
network slope with Eb raised 0.1 eV = 3.4000 eV
network slope with Em raised 0.1 eV = 3.6000 eV
network slope with Ei raised 0.1 eV = 3.5000 eV
prefactor D0 = 0.871 cm2/s
D at 900 C: network 8.025e-16, formula 8.025e-16 cm2/s
D at 1000 C: network 1.217e-14, formula 1.217e-14 cm2/s
D at 1100 C: network 1.243e-13, formula 1.243e-13 cm2/s
D(1100 C)/D(900 C) = 154.9
same ratio for Em alone = 2.37
EXAMPLE AT 1000 C
free interstitials per site = 6.70e-15
free interstitial density = 3.35e+08 cm^-3
binding factor exp(Eb/kT) = 3653
paired fraction of dopants = 9.79e-11
pair diffusivity = 1.24e-04 cm2/s
diffusion length 2 sqrt(Dt) = 93.6 nm
same length if always mobile = 0.95 cm
time mobile during anneal = 0.176 microseconds
pair jumps per dopant during anneal = 8.92e+04
OTHER DEFECT CONDITIONS (network)
D gain for tenfold interstitial injection = 10.0000
slope at fixed x = 1e-12, 900-1100 C = -0.3000 eV
slope at fixed x = 1e-04, 500-600 C = 0.5927 eV
paired fraction there: 500 C 0.9966, 600 C 0.9842
NEGLECTED EFFECTS AT 1000 C
rough intrinsic carrier density = 7.7e+18 cm^-3
doping 1e+18 cm^-3: D factor 1.07, Q shift -0.050 eV
doping 1e+20 cm^-3: D factor 13.13, Q shift -0.756 eV
vacancy share 0.05 with Q higher by 0.5 eV: Q shift 0.025 eV
prefactor proportional to T: Q shift 0.110 eV
leading tunnelling correction to a jump rate = 0.59 %
jumps before first detachment = 712
rms path before first detachment = 10.2 nm
PASS
```
